# Projector determinant Monte Carlo and its relation to the thermal algorithm: a numerical check

```python
"""
Projector determinant quantum Monte Carlo: result under test.
For a Slater determinant |T> with orbital matrix P (sites x particles) and a
product B of one-body propagators, the weight of an auxiliary field is
det(P^dagger B P), and with R = B(tau,0) P, L = P^dagger B(end,tau)
    <c_i c_j^dagger> = delta_ij - Q_ij,   Q = R (L R)^-1 L.
The same formulas follow from the thermal ones, det(1+B) and (1+B)^-1, when a
boundary factor exp(-b h), h = 1 - 2 P P^dagger, is inserted and b -> infinity.
Model: open Hubbard chain, hopping t = 1 (energy unit), repulsion U,
H = hopping + U sum (n_up - 1/2)(n_dn - 1/2), chemical potential zero.
Theta: projection time on each side; beta: inverse temperature; dt: time step.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy.linalg import expm

rng = np.random.default_rng(20240)
SITES, PARTICLES, U = 4, 2, 4.0


def annihilators(modes):
    """Jordan-Wigner matrices; basis state 0 is the vacuum."""
    lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    result = []
    for m in range(modes):
        op = np.eye(1)
        for k in range(modes):
            op = np.kron(op, parity if k < m else lower if k == m else one)
        result.append(op)
    return result


def one_body(matrix, c):
    size = len(c)
    return sum(matrix[i, j] * c[i].T @ c[j] for i in range(size) for j in range(size)
               if matrix[i, j] != 0)


def fill_orbitals(state, orbitals, c):
    for column in orbitals.T:
        state = sum(a * (op.T @ state) for a, op in zip(column, c))
    return state


# ---------- general complex propagators against Fock-space operators ----------
c4 = annihilators(SITES)
A1, A2 = [0.4 * (rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))) for _ in range(2)]
Pc = np.linalg.qr(rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4)))[0][:, :PARTICLES]
B1, B2 = expm(A1), expm(A2)
F1, F2 = expm(one_body(A1, c4)), expm(one_body(A2, c4))
vac4 = np.zeros(16, dtype=complex)
vac4[0] = 1
ket = fill_orbitals(vac4, Pc, c4)
ket_right, bra_left = F1 @ ket, ket.conj() @ F2
overlap_fock = bra_left @ ket_right
overlap_det = np.linalg.det(Pc.conj().T @ B2 @ B1 @ Pc)
err_overlap = abs(overlap_det / overlap_fock - 1)
assert err_overlap < 1e-10

Rc, Lc = B1 @ Pc, Pc.conj().T @ B2
Qc = Rc @ np.linalg.solve(Lc @ Rc, Lc)
Gc = np.eye(4) - Qc
G_fock = np.array([[bra_left @ c4[i] @ c4[j].T @ ket_right for j in range(4)]
                   for i in range(4)]) / overlap_fock
err_green = abs(G_fock - Gc).max()
assert err_green < 1e-10
assert abs(Qc @ Qc - Qc).max() < 1e-10 and abs(np.trace(Qc) - PARTICLES) < 1e-10
err_wick = 0.0
for a, b, c, d in itertools.product(range(4), repeat=4):
    direct = bra_left @ (c4[a].T @ (c4[b] @ (c4[c].T @ (c4[d] @ ket_right)))) / overlap_fock
    err_wick = max(err_wick, abs(direct - Qc[b, a] * Qc[d, c] - Qc[d, a] * Gc[b, c]))
assert err_wick < 1e-9

# traces: sums of projector weights over all site determinants
Bc, Fc = B2 @ B1, F2 @ F1
number4 = np.rint(sum(np.diag(op.T @ op) for op in c4)).astype(int)
minors = [sum(np.linalg.det(Bc[np.ix_(S, S)]) if k else 1.0
              for S in itertools.combinations(range(4), k)) for k in range(5)]
for k in range(5):
    assert abs(np.diag(Fc)[number4 == k].sum() - minors[k]) < 1e-9 * (1 + abs(minors[k]))
err_trace = abs(np.trace(Fc) / np.linalg.det(np.eye(4) + Bc) - 1)
assert err_trace < 1e-10

# cooled trial boundary turns the thermal formulas into the projector ones
h_trial = np.eye(4) - 2 * Pc @ Pc.conj().T
boundary = {}
for b in (8, 12):
    rho = expm(-b * h_trial)
    weight = np.linalg.det(np.eye(4) + Bc @ rho) * np.exp(-b * PARTICLES)
    green = np.linalg.inv(np.eye(4) + B1 @ rho @ B2)
    boundary[b] = (abs(weight / overlap_det - 1), np.linalg.norm(green - Gc))
boundary_rates = [np.log(boundary[8][k] / boundary[12][k]) / 4 for k in range(2)]
assert all(abs(rate - 1) < 0.03 for rate in boundary_rates)

# ---------- Hubbard chain in the full Fock space ----------
K = -(np.eye(SITES, k=1) + np.eye(SITES, k=-1))
levels, orbitals = np.linalg.eigh(K)
P = orbitals[:, :PARTICLES]
c8 = annihilators(2 * SITES)
up, dn = c8[:SITES], c8[SITES:]
n_up = np.array([np.diag(op.T @ op) for op in up])
n_dn = np.array([np.diag(op.T @ op) for op in dn])
number = np.rint((n_up + n_dn).sum(0)).astype(int)
hop = one_body(K, up) + one_body(K, dn)
interaction = U * ((n_up - 0.5) * (n_dn - 0.5)).sum(0)
H = hop + np.diag(interaction)
docc_op = (n_up * n_dn).mean(0)
corr_op = (n_up[0] - n_dn[0]) * (n_up[1] - n_dn[1])
vac8 = np.zeros(4 ** SITES)
vac8[0] = 1
trial = fill_orbitals(fill_orbitals(vac8, P, up), P, dn)


def fock_slice(dt):
    half = expm(-0.5 * dt * hop)
    return half @ (np.exp(-dt * interaction)[:, None] * half)


def fock_values(left, right):
    norm = left @ right
    return np.array([left @ H @ right, left @ (docc_op * right), left @ (corr_op * right)]) / norm


def split_values(dt, slices_per_side):
    S, v = fock_slice(dt), trial
    for _ in range(slices_per_side):
        v = S @ v
        v = v / np.linalg.norm(v)
    return fock_values(v, v)


E, states = np.linalg.eigh(H)
gaps = E - E[0]
ground = fock_values(states[:, 0], states[:, 0])
amplitude = states.T @ trial
amplitude = np.where(abs(amplitude) > 1e-8, amplitude, 0.0)
ground_weight = amplitude[0] ** 2
assert gaps[1] > 0.05 and ground_weight > 0.1
gap_all = gaps[1]
gap_trial = gaps[amplitude != 0][1]
block = np.ix_(number == 5, number == 5)
gap_charge = np.linalg.eigvalsh(H[block])[0] - E[0]
raise_spin = sum(u.T @ d for u, d in zip(up, dn))
sz = 0.5 * (n_up - n_dn).sum(0)
spin_squared = raise_spin.T @ raise_spin + np.diag(sz * (sz + 1))
spin_first = states[:, 1] @ spin_squared @ states[:, 1]
assert abs(spin_first - 2) < 1e-7                      # first excited state: triplet
assert np.linalg.norm(spin_squared @ trial) < 1e-10    # trial state: singlet

docc_eig = states.T @ (docc_op[:, None] * states)
shifted = {"energy": np.diag(gaps), "docc": docc_eig - docc_eig[0, 0] * np.eye(len(E))}


def projector_error(theta, name):
    a = amplitude * np.exp(-theta * gaps)
    return a @ shifted[name] @ a / (a @ a)


def thermal_error(beta, name):
    p = np.exp(-beta * gaps)
    return p @ np.diag(shifted[name]) / p.sum()


rate_docc = np.log(projector_error(8, "docc") / projector_error(10, "docc")) / 2
rate_energy = np.log(projector_error(8, "energy") / projector_error(10, "energy")) / 2
rate_thermal = np.log(thermal_error(20, "docc") / thermal_error(24, "docc")) / 4
assert abs(rate_docc / gap_trial - 1) < 0.02
assert abs(rate_energy / (2 * gap_trial) - 1) < 0.02
assert abs(rate_thermal / gap_all - 1) < 0.02

# order of the splitting error in the fully projected state
coarse = split_values(0.125, 160) - ground
fine = split_values(0.0625, 320) - ground
split_ratio = coarse / fine
assert 3.6 < split_ratio[1] < 4.4 and 13 < split_ratio[0] < 19

# ---------- auxiliary-field code: arrays are (spin, field sample, site, column) ----------
SPIN = np.array([1.0, -1.0])


def slice_parameters(dt):
    return expm(-0.5 * dt * K), np.arccosh(np.exp(0.5 * dt * U))


def field_factor(s, alpha):
    return np.exp(SPIN[:, None, None] * alpha * s)[..., None]


def apply_slice(columns, s, half, alpha):
    return half @ (field_factor(s, alpha) * (half @ columns))


def orthonormalize(columns):
    out = np.array(columns)
    for j in range(out.shape[-1]):
        for k in range(j):
            out[..., j] -= (out[..., k] * out[..., j]).sum(-1, keepdims=True) * out[..., k]
        out[..., j] /= np.sqrt((out[..., j] ** 2).sum(-1, keepdims=True))
    return out


def occupation(right, left_columns):
    left = np.swapaxes(left_columns, -1, -2)
    return right @ np.linalg.solve(left @ right, left)


def field_values(Q):
    """Energy, double occupancy per site, moment correlation of sites 1 and 2."""
    n = np.einsum('swii->swi', Q)
    kinetic = np.einsum('ij,swji->w', K, Q)
    potential = U * ((n[0] - 0.5) * (n[1] - 0.5)).sum(-1)
    moment = n[0] - n[1]
    corr = moment[:, 0] * moment[:, 1] - (Q[:, :, 1, 0] * Q[:, :, 0, 1]).sum(0)
    return np.array([kinetic + potential, (n[0] * n[1]).mean(-1), corr])


def start_columns(samples):
    return np.broadcast_to(P, (2, samples) + P.shape).copy()


# every field of a three-slice path
DT_SUM, count = 0.5, 2 ** 12
half, alpha = slice_parameters(DT_SUM)
index = np.arange(count)
bits = (index[:, None] >> np.arange(12)) & 1
fields = (1.0 - 2 * bits).reshape(count, 3, SITES).transpose(1, 0, 2)
first = apply_slice(start_columns(count), fields[0], half, alpha)
second = apply_slice(first, fields[1], half, alpha)
last_left = apply_slice(start_columns(count), fields[2], half, alpha)
dets = np.linalg.det(np.swapaxes(last_left, -1, -2) @ second)
weights = dets[0] * dets[1]
sum_fields = (0.5 * np.exp(-DT_SUM * U / 4)) ** 12 * weights.sum()
S = fock_slice(DT_SUM)
sum_exact = trial @ S @ S @ S @ trial
assert abs(sum_fields / sum_exact - 1) < 1e-10
mean_fields = field_values(occupation(second, last_left)) @ weights / weights.sum()
mean_exact = fock_values(S @ trial, S @ S @ trial)
assert abs(mean_fields - mean_exact).max() < 1e-10
sign_identity = abs(dets[1] / (np.exp(-alpha * fields.sum((0, 2))) * dets[0]) - 1).max()
assert sign_identity < 1e-9 and dets.min() > 0

# flip ratio for slice 2, site 3, against the determinants of the flipped fields
Q_inside = occupation(field_factor(fields[1], alpha) * (half @ first), half @ last_left)
delta = np.exp(-2 * alpha * SPIN[:, None] * fields[1][:, 2]) - 1
flip_error = abs((1 + delta * Q_inside[:, :, 2, 2]) / (dets[:, index ^ (1 << 6)] / dets) - 1).max()
assert flip_error < 1e-9

# ---------- stabilization against 60-digit arithmetic ----------
DT, SLICES = 0.125, 40
half, alpha = slice_parameters(DT)
long_field = rng.choice([-1.0, 1.0], size=(120, 1, SITES))
plain_r, plain_l = start_columns(1), start_columns(1)
stable_r, stable_l = start_columns(1), start_columns(1)
with mp.workdps(60):
    mp_half, mp_r, mp_l = mp.matrix(half.tolist()), mp.matrix(P.tolist()), mp.matrix(P.tolist())
    for k in range(60):
        s_r, s_l = long_field[k], long_field[119 - k]
        plain_r = apply_slice(plain_r, s_r, half, alpha)
        plain_l = apply_slice(plain_l, s_l, half, alpha)
        stable_r = orthonormalize(apply_slice(stable_r, s_r, half, alpha))
        stable_l = orthonormalize(apply_slice(stable_l, s_l, half, alpha))
        d_r = mp.diag([float(x) for x in field_factor(s_r, alpha)[0, 0, :, 0]])
        d_l = mp.diag([float(x) for x in field_factor(s_l, alpha)[0, 0, :, 0]])
        mp_r = mp_half * (d_r * (mp_half * mp_r))
        mp_l = mp_half * (d_l * (mp_half * mp_l))
    mp_Q = mp_r * ((mp_l.T * mp_r) ** -1) * mp_l.T
    Q_reference = np.array([[float(mp_Q[i, j]) for j in range(SITES)] for i in range(SITES)])
error_plain = abs(occupation(plain_r, plain_l)[0, 0] - Q_reference).max()
error_stable = abs(occupation(stable_r, stable_l)[0, 0] - Q_reference).max()
condition_plain = np.linalg.cond(plain_l[0, 0].T @ plain_r[0, 0])
condition_stable = np.linalg.cond(stable_l[0, 0].T @ stable_r[0, 0])
assert error_stable < 1e-10 and error_plain > 10 * error_stable

# ---------- projector Monte Carlo, independent Markov chains side by side ----------
CHAINS, WARMUP, MEASURED = 100, 30, 150
s = rng.choice([-1.0, 1.0], size=(SLICES, CHAINS, SITES))
totals = np.zeros((3, CHAINS))
accepted, update_drift = 0, 0.0
for sweep in range(WARMUP + MEASURED):
    left = [None] * SLICES + [start_columns(CHAINS)]
    for l in range(SLICES - 1, -1, -1):
        left[l] = orthonormalize(apply_slice(left[l + 1], s[l], half, alpha))
    right = start_columns(CHAINS)
    for l in range(SLICES):
        if l == SLICES // 2 and sweep >= WARMUP:
            totals += field_values(occupation(right, left[l]))
        hopped, left_inside = half @ right, half @ left[l + 1]
        Q = occupation(field_factor(s[l], alpha) * hopped, left_inside)
        for i in range(SITES):
            delta = np.exp(-2 * alpha * SPIN[:, None] * s[l, :, i]) - 1
            ratio = 1 + delta * Q[:, :, i, i]
            accept = rng.random(CHAINS) < ratio[0] * ratio[1]
            factor = np.where(accept, delta / ratio, 0.0)
            column = -Q[:, :, :, i]
            column[:, :, i] += 1
            Q = Q + (factor[..., None] * column)[..., None] * Q[:, :, i, None, :]
            s[l, :, i] = np.where(accept, -s[l, :, i], s[l, :, i])
            accepted += accept.sum()
        if l == SLICES // 2:
            fresh = occupation(field_factor(s[l], alpha) * hopped, left_inside)
            update_drift = max(update_drift, abs(Q - fresh).max())
        right = orthonormalize(apply_slice(right, s[l], half, alpha))
assert update_drift < 1e-7
chain_means = totals / MEASURED
mc_mean = chain_means.mean(1)
mc_error = chain_means.std(1, ddof=1) / np.sqrt(CHAINS)
mc_exact = split_values(DT, SLICES // 2)
deviation = (mc_mean - mc_exact) / mc_error
assert abs(deviation).max() < 4.5 and mc_error[0] < 0.05
acceptance = accepted / (CHAINS * SITES * SLICES * (WARMUP + MEASURED))

# ---------- output ----------
print(f"chain: sites {SITES}, electrons per spin {PARTICLES}, U = {U:.1f} t")
print("free orbital energies [t]:", np.round(levels, 4))
print(f"complex test: weight rel. error {err_overlap:.1e}, Green error {err_green:.1e}")
print(f"complex test: Wick error {err_wick:.1e}, det(1+B) rel. error {err_trace:.1e}")
for b in boundary:
    print(f"boundary b={b}: weight rel. error {boundary[b][0]:.3e}, Green {boundary[b][1]:.3e}")
print(f"boundary decay rates per unit b: {boundary_rates[0]:.4f}, {boundary_rates[1]:.4f}")
print(f"field sum: dt = {DT_SUM} /t, 3 slices, {count} fields")
print(f"norm <T|SSS|T>: fields {sum_fields:.8f}, operators {sum_exact:.8f}")
for name, x, y in zip(("energy [t]", "double occ.", "moment corr."), mean_fields, mean_exact):
    print(f"field sum {name}: fields {x:.8f}, operators {y:.8f}")
print(f"smallest spin determinant {dets.min():.3e}, sign identity error {sign_identity:.1e}")
print(f"flip ratio rel. error {flip_error:.1e}")
print(f"ground state energy {ground[0]:.6f} t")
print(f"ground state double occupancy per site {ground[1]:.6f}")
print(f"ground state moment correlation, sites 1-2 {ground[2]:.6f}")
print(f"trial energy {trial @ H @ trial:.6f} t, ground-state weight {ground_weight:.4f}")
print(f"lowest gap, all sectors {gap_all:.5f} t, its S^2 = {spin_first:.4f}")
print(f"lowest gap seen by trial state {gap_trial:.5f} t")
print(f"cost of one added electron {gap_charge:.5f} t")
print(f"projector decay rate in Theta: double occ. {rate_docc:.5f} t, energy {rate_energy:.5f} t")
print(f"thermal decay rate in beta: double occ. {rate_thermal:.5f} t")
for length in (5, 10, 20):
    print(f"length 2Theta=beta={length}/t, energy error [t]: projector "
          f"{projector_error(length / 2, 'energy'):.3e}, thermal {thermal_error(length, 'energy'):.3e}")
    print(f"length 2Theta=beta={length}/t, double occ. error: projector "
          f"{projector_error(length / 2, 'docc'):.3e}, thermal {thermal_error(length, 'docc'):.3e}")
print(f"splitting error dt=0.125/t: energy {coarse[0]:.3e} t, double occ. {coarse[1]:.3e}")
print(f"splitting error dt=0.0625/t: energy {fine[0]:.3e} t, double occ. {fine[1]:.3e}")
print(f"ratio on halving dt: energy {split_ratio[0]:.2f}, double occ. {split_ratio[1]:.2f}")
print(f"stabilization test: length {120 * DT:.1f} /t, random field")
print(f"condition number of LR: plain {condition_plain:.1e}, stabilized {condition_stable:.1e}")
print(f"error of Q: plain {error_plain:.1e}, stabilized {error_stable:.1e}")
print(f"Monte Carlo: dt = {DT} /t, slices {SLICES}, 2Theta = {DT * SLICES:.1f} /t, alpha = {alpha:.6f}")
print(f"Monte Carlo: chains {CHAINS}, warm-up sweeps {WARMUP}, measured sweeps {MEASURED}")
print(f"acceptance {acceptance:.3f}, largest update drift of Q {update_drift:.1e}")
for k, name in enumerate(("energy [t]", "double occ.", "moment corr.")):
    print(f"MC {name}: {mc_mean[k]:.5f} +- {mc_error[k]:.5f}, exact same dt, Theta "
          f"{mc_exact[k]:.5f}, deviation {deviation[k]:.2f} sigma")
print("done: every assertion held")
```

Printed output:

```
chain: sites 4, electrons per spin 2, U = 4.0 t
free orbital energies [t]: [-1.618 -0.618  0.618  1.618]
complex test: weight rel. error 6.7e-16, Green error 3.8e-16
complex test: Wick error 5.9e-16, det(1+B) rel. error 4.6e-16
boundary b=8: weight rel. error 8.413e-04, Green 1.360e-03
boundary b=12: weight rel. error 1.540e-05, Green 2.493e-05
boundary decay rates per unit b: 1.0001, 0.9999
field sum: dt = 0.5 /t, 3 slices, 4096 fields
norm <T|SSS|T>: fields 11575.71308817, operators 11575.71308817
field sum energy [t]: fields -5.80900296, operators -5.80900296
field sum double occ.: fields 0.12896145, operators 0.12896145
field sum moment corr.: fields -0.66150278, operators -0.66150278
smallest spin determinant 1.373e-03, sign identity error 3.7e-13
flip ratio rel. error 7.4e-13
ground state energy -5.953145 t
ground state double occupancy per site 0.084896
ground state moment correlation, sites 1-2 -0.736529
trial energy -4.472136 t, ground-state weight 0.7160
lowest gap, all sectors 0.54025 t, its S^2 = 2.0000
lowest gap seen by trial state 1.35774 t
cost of one added electron 1.33001 t
projector decay rate in Theta: double occ. 1.35773 t, energy 2.71547 t
thermal decay rate in beta: double occ. 0.54024 t
length 2Theta=beta=5/t, energy error [t]: projector 7.060e-06, thermal 1.092e-01
length 2Theta=beta=5/t, double occ. error: projector 1.259e-05, thermal -4.013e-03
length 2Theta=beta=10/t, energy error [t]: projector 7.949e-09, thermal 7.273e-03
length 2Theta=beta=10/t, double occ. error: projector 2.912e-07, thermal -3.096e-04
length 2Theta=beta=20/t, energy error [t]: projector 1.009e-14, thermal 3.290e-05
length 2Theta=beta=20/t, double occ. error: projector 3.281e-10, thermal -1.405e-06
splitting error dt=0.125/t: energy 7.544e-04 t, double occ. 2.732e-03
splitting error dt=0.0625/t: energy 4.828e-05 t, double occ. 6.860e-04
ratio on halving dt: energy 15.62, double occ. 3.98
stabilization test: length 15.0 /t, random field
condition number of LR: plain 1.3e+12, stabilized 1.1e+00
error of Q: plain 1.8e-06, stabilized 1.7e-16
Monte Carlo: dt = 0.125 /t, slices 40, 2Theta = 5.0 /t, alpha = 0.736905
Monte Carlo: chains 100, warm-up sweeps 30, measured sweeps 150
acceptance 0.533, largest update drift of Q 2.8e-14
MC energy [t]: -5.96210 +- 0.01329, exact same dt, Theta -5.95238, deviation -0.73 sigma
MC double occ.: 0.08759 +- 0.00052, exact same dt, Theta 0.08764, deviation -0.10 sigma
MC moment corr.: -0.72929 +- 0.00320, exact same dt, Theta -0.73269, deviation 1.06 sigma
done: every assertion held
```
